# Inelastic Cotunnelling Through a Blockaded Metallic Island and the Cubic Current Law

A small metallic island sits between two leads, separated from each by a thin tunnel barrier. At low temperature an electron cannot hop onto the island, because charging it costs more energy than the bias supplies. Nor can an island electron leave. Yet a small current flows. One electron enters from one lead while a different electron leaves to the other, and the forbidden charge state is occupied virtually. The island's charge is restored, but an electron and a hole are left behind in it. This is inelastic cotunnelling.

## Setting and assumptions

Let $e>0$, let $V>0$ be the bias and $u=eV$. Electrons flow from lead 1 to lead 2. The junctions have resistances $R_1,R_2$ and capacitances $C_1,C_2$; a gate couples through $C_g$; $C_\Sigma=C_1+C_2+C_g$. At zero bias, adding an electron to the island costs $E_+>0$ and removing one costs $E_->0$. Single-particle energies are measured from the Fermi level of the electrode concerned.

1. Tunnelling is weak: $R_i\gg R_K/4\pi^2$, with $R_K=2\pi\hbar/e^2$. The lowest non-vanishing order is kept.
2. The electrodes are normal metals with constant densities of states. Island levels are dense on the scale of $u$, and each junction has many weak channels.
3. The circuit has low impedance, so it absorbs no energy during tunnelling.
4. The bias is below the threshold of sequential tunnelling.
5. Island electrons relax to the temperature of the leads between events. This temperature is zero unless stated otherwise.

**Theorem.** Under these assumptions the inelastic cotunnelling current at $u\ll E_\pm$ is

$$I=\frac{\hbar}{12\pi R_1R_2}\left(\frac1{E_+}+\frac1{E_-}\right)^2V^3\left[1+(1-2\kappa_1)u\left(\frac1{E_-}-\frac1{E_+}\right)+O\!\left(\frac{u^2}{E_\pm^2}\right)\right],$$

where $\kappa_1=(C_2+C_g)/C_\Sigma$.

The statement concerns the inelastic part. A separate elastic process gives a current linear in $V$, which at zero temperature wins at sufficiently small bias; it is treated below.

## Lemma 1: charging costs at finite bias

*With $\kappa_2=C_1/C_\Sigma=1-\kappa_1$, entering from lead 1 costs $E_1=E_+-\kappa_1u$, and leaving to lead 2 costs $E_2=E_--\kappa_2u$.*

*Proof.* Put lead 1 at potential $-V$, lead 2 at zero and the gate at $V_g$. With $N$ excess electrons the island charge is $Q=-Ne=\sum_iC_i(\phi-V_i)$, so its potential is $\phi=(Q+\sum_iC_iV_i)/C_\Sigma$. Bringing charge $dQ$ from ground at fixed source voltages costs $\phi\,dQ$. Integration gives

$$F(N)=E_CN^2-\frac{Ne(C_gV_g-C_1V)}{C_\Sigma},\qquad E_C=\frac{e^2}{2C_\Sigma}.$$

Define the gate offset $x=C_gV_g/e-N$. Then

$$F(N+1)-F(N)=E_C(1-2x)+\kappa_2u,$$
$$F(N-1)-F(N)=E_C(1+2x)-\kappa_2u.$$

At $u=0$ these are $E_+$ and $E_-$. An electron in lead 1 already has potential energy $u$, which is subtracted from the first cost: $E_1=E_++\kappa_2u-u=E_+-\kappa_1u$. An electron arriving in lead 2 has potential energy zero, so the second line is $E_2$. $\square$

It follows that $E_++E_-=2E_C\equiv S$ and $E_1+E_2+u=S$. Assumption 4 means $E_1>0$ and $E_2>0$.

## Lemma 2: the two orders add

Let an electron go from state $l$ in lead 1 to an empty island state $k$, and another from a filled island state $q$ to a state $r$ in lead 2. The pair energies are $a=\varepsilon_k-\varepsilon_l$ and $b=\varepsilon_r-\varepsilon_q$.

*The amplitude has magnitude*

$$|M|=|t_1t_2|\left(\frac1{E_1+a}+\frac1{E_2+b}\right),\qquad a+b=u.$$

*Proof.* Second-order perturbation theory gives $M=\sum_m\langle f|H_T|m\rangle\langle m|H_T|i\rangle/(E_i-E_m)$. Two intermediate states connect $i$ to $f$. If the first electron enters before the second leaves, the intermediate energy is higher by $E_1+a$. In the opposite order it is higher by $E_2+b$. Both denominators are therefore negative.

The operator products are $c_r^\dagger c_q\,c_k^\dagger c_l$ and $c_k^\dagger c_l\,c_r^\dagger c_q$. All four orbitals differ, so moving one pair of operators past the other takes four sign changes, and the products are equal. The terms add.

After both steps the island has its original charge, and one electron has fallen through the potential energy $u$. The total energy change is $a+b-u$, which must vanish. $\square$

The final state identifies $l,k,q,r$, so different choices of these states do not interfere and their probabilities add. The case $k=q$ leaves no excitation in the island and belongs to the elastic process.

The amplitude was tested on a four-orbital many-electron model with $E_+=0.8$ and $E_-=1.2$ in units of $E_C$ and couplings near $10^{-4}$. Its resolvent gave 1.0000000 times the formula.

## Lemma 3: the rate

*At zero temperature the event rate is*

$$\Gamma=\frac{\hbar K}{2\pi e^4R_1R_2},\qquad K=\int_0^u a(u-a)\left[\frac1{E_1+a}+\frac1{E_2+u-a}\right]^2da.$$

*Proof.* First relate the couplings to resistances. Consider one junction alone, with densities of states $\nu,\nu'$, and let $g=|t|^2\nu\nu'$, summed over spin. A pair of energy $a$ has its hole at $-y$ and its electron at $a-y$, with $0\le y\le a$. The weight of such pairs is thus proportional to $a$. If a hop releases energy $w$, the golden rule gives the rate $(2\pi/\hbar)gw$. An ohmic junction at voltage $w/e$ carries current $w/(eR)$, hence has rate $w/(e^2R)$. Therefore

$$g_i=\frac{\hbar}{2\pi e^2R_i}=\frac{R_K}{4\pi^2R_i}.$$

In cotunnelling the spins of the two pairs are independent, so the spin-summed factors multiply. The pair weights are $a$ and $b=u-a$, and

$$\Gamma=\frac{2\pi}{\hbar}g_1g_2K=\frac{2\pi}{\hbar}\,\frac{\hbar^2}{4\pi^2e^4R_1R_2}\,K=\frac{\hbar K}{2\pi e^4R_1R_2}.$$

The reverse process would need energy from the electrodes, which have none to give at zero temperature. Hence $I=e\Gamma$. $\square$

A direct sum over discrete final states, with $E_1=1$, $E_2=1.7$, $u=0.5$ and 60 level spacings in $u$, gave 0.99971 times this rate. With each Fermi level midway between two levels, the number of ways to share $n$ spacings among four excitations is $(n^3-n)/6$ instead of $n^3/6$. For $n=60$ the relative deficit is $1/3600$, which accounts for the size of the difference.

## Proof of the theorem

Set $a=u/2+y$ and $\eta=(\tfrac12-\kappa_1)u+y$. Lemma 1 turns the denominators into

$$E_1+a=E_++\eta,\qquad E_2+u-a=E_--\eta.$$

Their sum is $S$, so the square bracket in $K$, squared, equals

$$\frac{S^2}{(E_++\eta)^2(E_--\eta)^2}
=\frac{S^2}{E_+^2E_-^2}\left[1+2\eta\left(\frac1{E_-}-\frac1{E_+}\right)+O(\eta^2/E_\pm^2)\right].$$

The weight is $a(u-a)=u^2/4-y^2$. It is even in $y$, and

$$\int_{-u/2}^{u/2}\left(\frac{u^2}{4}-y^2\right)dy=\frac{u^3}{4}-\frac{u^3}{12}=\frac{u^3}{6}.$$

The part of $\eta$ linear in $y$ integrates to zero; the constant part contributes $2\eta\to(1-2\kappa_1)u$. Since $S/(E_+E_-)=1/E_++1/E_-$,

$$K=\frac{u^3}{6}\left(\frac1{E_+}+\frac1{E_-}\right)^2\left[1+(1-2\kappa_1)u\left(\frac1{E_-}-\frac1{E_+}\right)+\cdots\right].$$

Inserting this in $I=e\Gamma$ and using $u^3=e^3V^3$ cancels all powers of $e$ and gives the theorem. $\square$

The cube is a count of final states. Two electrons and two holes have positive energies that add to $u$, and the volume available to four such energies is $u^3/3!$. At small bias the amplitude hardly depends on how $u$ is shared.

**Reversed bias.** With lead 1 at $+V$, electrons enter from lead 2 and leave to lead 1. The argument of Lemma 1 then gives costs $E_+-\kappa_2u$ and $E_--\kappa_1u$. Since $1-2\kappa_2=-(1-2\kappa_1)$, the first correction changes sign. The device rectifies at order $V^4$ if $\kappa_1\ne\kappa_2$ and $E_+\ne E_-$.

## The current up to the threshold region

The integral can be done without expanding. Write $A=E_1+a$, $B=E_2+u-a$ and $L_i=\ln(1+u/E_i)$. Since

$$a(u-a)=-A^2+(u+2E_1)A-E_1(u+E_1),$$

term-by-term integration from $A=E_1$ to $E_1+u$ yields

$$\int_0^u\frac{a(u-a)}{A^2}da=-u+(u+2E_1)L_1-u,$$
$$\int_0^u\frac{a(u-a)}{A}da=\frac{u(u+2E_1)}2-E_1(u+E_1)L_1.$$

The last $-u$ in the first line comes from $E_1(u+E_1)[1/E_1-1/(E_1+u)]=u$. The integrals with $B$ follow by exchanging 1 and 2. For the cross term use $1/(AB)=(1/A+1/B)/S$:

$$2\int_0^u\frac{a(u-a)}{AB}da=2u-\frac2S\sum_{i=1,2}E_i(u+E_i)L_i,$$

because $u(u+E_1+E_2)=uS$. On adding everything, the coefficient of $L_1$ is

$$u+2E_1-\frac{2E_1(u+E_1)}S=u+\frac{2E_1E_2}{S},$$

by $S-u-E_1=E_2$. The coefficient of $L_2$ is the same, so

$$K=\left(u+\frac{2E_1E_2}{E_1+E_2+u}\right)(L_1+L_2)-2u.$$

As $E_1\to0$, $L_1$ diverges logarithmically. The intermediate state is then about to become real, and lowest-order perturbation theory fails.

## Proposition 1: finite temperature

*Let the leads be at $T_l$ and the island at $T_i$, with $u,kT_l,kT_i\ll E_\pm$. The net cotunnelling current follows from the cubic law by the replacement*

$$(eV)^2\to(eV)^2+2\pi^2k^2(T_l^2+T_i^2).$$

*Proof.* The amplitude is constant at leading order, so only the pair weights change. For a hop from lead to island,

$$F(a)=\int f_l(y)[1-f_i(y+a)]\,dy.$$

The symmetry $f(y)=1-f(-y)$ gives the same function for a hop from island to lead, and gives $F(-a)$ for the reverse hop. Moreover

$$F(a)-F(-a)=\int[f_l(y)-f_i(y+a)]dy=a.$$

With $b=u-a$, forward minus backward events have the weight

$$\int[F(a)F(b)-F(-a)F(-b)]da=\int[bF(a)+aF(b)-ab]da.$$

Write $F(a)=a\theta(a)+h(a)$, where $\theta$ is the unit step. The difference relation makes $h$ even. The step parts give $ab[\theta(a)+\theta(b)-1]$, which is $ab$ for $0<a<u$ and zero outside; their integral is $u^3/6$. The two $h$ terms are equal after exchanging $a$ and $b$, and give $2\int(u-a)h(a)da=2u\int h\,da$.

To find this area, differentiate twice: $h''(a)=P(a)-\delta(a)$, with $P(a)=\int f_l'(y-a)f_i'(y)dy$. $P$ is the distribution of the difference of two independent variables with densities $-f_l'$ and $-f_i'$. Each density has variance

$$\int y^2(-f')dy=4(kT)^2\int_0^\infty\frac{z\,dz}{e^z+1}=\frac{\pi^2k^2T^2}3.$$

Two integrations by parts give

$$\int h\,da=\frac12\int a^2h''\,da=\frac{\pi^2k^2}{6}(T_l^2+T_i^2).$$

The total weight is thus $(u/6)[u^2+2\pi^2k^2(T_l^2+T_i^2)]$. $\square$

Direct integration of Fermi functions for $T_i=2T_l$ and $u=5kT_l$ gave 1.00000000 times this result. For equal temperatures the added term is $(2\pi kT)^2$, and the current is linear in $V$ when $eV\ll2\pi kT$.

## Proposition 2: where elastic cotunnelling wins

*Let $\Delta\ll E_\pm$ be the island level spacing for one spin, and let the tunnel amplitudes to different levels and through different junctions be independent random numbers of zero mean. The mean elastic conductance is*

$$G_{\rm el}=\frac{\hbar\Delta}{4\pi e^2R_1R_2}\left(\frac1{E_+}+\frac1{E_-}\right).$$

*Proof.* One electron now effectively crosses through a single island level. An empty level at energy $\varepsilon$ contributes an amplitude of size $|t_1t_2|/(E_++\varepsilon)$; a filled level at $-\varepsilon$ contributes $|t_1t_2|/(E_-+\varepsilon)$. Averaging removes products of different levels. Since $\int_0^\infty d\varepsilon/(E+\varepsilon)^2=1/E$, the mean squared amplitude is $|t_1|^2|t_2|^2(1/E_++1/E_-)/\Delta$, where $|t_i|^2$ now denotes mean squares.

Let $\nu_i$ be the one-spin density of states in lead $i$. The two-spin definition is $g_i=2|t_i|^2\nu_i/\Delta$, hence $|t_i|^2\nu_i=g_i\Delta/2$. There are $\nu_1\nu_2u$ lead-to-lead transitions at conserved energy for each spin. Thus

$$\Gamma_{\rm el}=2\,\frac{2\pi}{\hbar}\,u\,\frac{g_1\Delta}2\,\frac{g_2\Delta}2\,\frac1\Delta\left(\frac1{E_+}+\frac1{E_-}\right),$$

and inserting $g_i$ in $G_{\rm el}=e\Gamma_{\rm el}/V$ gives the claim. $\square$

A sample of 4000 sets of random amplitudes with $E_+=0.8$, $E_-=1.2$, $\Delta=0.05$ gave 1.029 times the formula; the expected sampling error is about 2%, and the finite set of levels used has an exact mean of 0.990 times the formula.

Equating $G_{\rm el}V$ to the cubic current gives $(eV)^2=3\Delta/(1/E_++1/E_-)$. The cubic law therefore requires a bias well above both this crossing point and $2\pi kT/e$, and $eV$ well below both $E_+$ and $E_-$. Being far below the sequential threshold is not enough: when $\kappa_1$ or $\kappa_2$ is small the threshold can lie far above the smaller of $E_\pm/e$.

## Size of higher orders

Virtual hops also shift the charging costs. With $\alpha=g_1+g_2$, second-order theory lowers a charge state's energy by $\alpha\int_0^W a\,da/(c+a)$ for each neighbouring charge state at cost $c$, where $W$ is a large cutoff. The neighbours of the original state cost $E_+$ and $E_-$. Those of the state with one more electron cost $E_++S$ and $-E_+$; the last integral is a principal value. Each integral tends to $W-c\ln W+c\ln|c|$. In the difference between the two states the cutoff cancels, leaving

$$\delta E_+=\alpha\left[2E_+\ln E_++E_-\ln E_--(S+E_+)\ln(S+E_+)\right].$$

The prefactors of the logarithms sum to zero, so the energy unit does not matter. Exchanging $E_+$ and $E_-$ gives $\delta E_-$. These shifts estimate the size of higher orders; they are not the full next-order current.

## Worked example: a small aluminium transistor

Take an Al/AlOx/Al single-electron transistor with $C_1,C_2,C_g=20,28,2$ aF, $R_1,R_2=200,300$ kΩ, gate offset $x=0.10$, bath temperature 50 mK and $V=0.50$ mV. Then $E_C=1.602$ meV, and

$$E_+=0.8E_C=1.282\ \text{meV},\qquad E_-=1.2E_C=1.923\ \text{meV}.$$

With $\kappa_1=0.60$ and $\kappa_2=0.40$, the costs at bias are $E_1=1.282-0.300=0.982$ meV and $E_2=1.923-0.200=1.723$ meV. The threshold is $E_+/(e\kappa_1)=2.14$ mV. The theorem's prefactor is 3071 fA/mV³, so

$$I_{\rm cubic}=3071\times(0.50)^3=384\ \text{fA}=0.384\ \text{pA}.$$

The unexpanded zero-temperature formula gives 400 fA, about 4% more. The linear correction supplies 2.6% and higher powers of $V$ the rest. At reversed bias the magnitude is 379 fA, showing the predicted rectification. The local exponent $d\ln I/d\ln V$ of this zero-temperature inelastic current is 3.003 at 0.05 mV, 3.06 at 0.50 mV and 3.70 at 1.50 mV, where the threshold is near. At 50 mK the thermal term of Proposition 1 lowers the value at 0.05 mV to about 2.55.

Temperature limits the window from below. Here $2\pi kT/e=27$ µV, while Proposition 2 puts the crossing of the elastic and inelastic zero-temperature currents at 16 µV. Since the first value is the larger, at 50 mK the inelastic current exceeds this elastic estimate even in the linear regime. At 0.50 mV the bath temperature raises the current by 0.3%, and Proposition 2 gives an elastic current of 0.1% of the cubic one. This elastic estimate depends on geometry: it is too high if the junctions sit at opposite ends of the island and too low if they sit close together. Independent random amplitudes require that an electron can cross the island within the virtual time $\hbar/E_\pm$, here about 0.5 ps or less. With a mean free path near the film thickness, diffusion over 500 nm takes about 12 ps, so during the virtual time the electron stays near its point of entry. A rough one-dimensional diffusion estimate gives about 0.16 times Proposition 2 for junctions at opposite ends and about 3 times for junctions 50 nm apart at one end; in the latter case the elastic current matches the inelastic one in the linear regime. Thermally activated sequential tunnelling is negligible: even if the leads were as hot as the heated island considered next, the rate of entry from lead 1 would correspond to only about $3\times10^{-32}$ A, and some of those electrons would return to lead 1.

Assumption 5 is more delicate. Within each pair the electron and hole share the energy equally on average, and one of them is on the island. Half of $eV$ per event therefore heats the island, a power $IV/2=1.0\times10^{-16}$ W. Suppose that phonons alone remove it, at a rate $\Sigma\Omega(T_i^5-T_{\rm bath}^5)$, with the rough constant $\Sigma=3\times10^8$ W m⁻³ K⁻⁵ and an island volume $\Omega$ of $500\times50\times30$ nm³. The island then reaches about 210 mK. Proposition 1 gives a rise in current of 2.8%, bath contribution included; keeping the energy dependence of the amplitude makes it 3.0%. This is a rough estimate. The fifth-power law describes clean bulk metal, whereas thermal phonons at 210 mK have wavelengths of a few hundred nanometres, much longer than the film is thick. A fourth- or sixth-power law with the same cooling power at 1 K would give about 150 or 280 mK. Within any of these laws, further heat loss would lower $T_i$. For a bath at zero temperature the fifth-power balance gives $T_i^5\propto IV\propto V^4$, so $kT_i/eV$ grows as $V^{-1/5}$ when the bias falls. A cold island is thus a condition of the theorem, not a consequence of small bias.

For the barriers, $\alpha=0.00545$. The estimated shifts are −2.1% of $E_+$ and −1.6% of $E_-$, which raise the cubic current by 3.8%.

The device parameters are illustrative. An island of this size has a self-capacitance of roughly 10 aF in vacuum, 23 aF on oxide and 55 aF on silicon, so $C_\Sigma=50$ aF must be read as including such stray capacitance; a further 23 aF at fixed $x$ would double the cubic prefactor. Aluminium is superconducting at 50 mK, so the formula applies only if a magnetic field keeps the metal normal. Real devices also have drifting background charge, which changes $x$. At fixed $C_\Sigma$ the cubic prefactor varies as $(1-4x^2)^{-2}$, so a drift from $x=0.10$ to zero lowers it by 8%, more than the thermal, elastic and higher-order corrections estimated above at 0.50 mV. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
C1, C2, Cg = 20, 28, 2 aF
R1, R2 = 200, 300 kOhm; gate offset = 0.10 e
bias V = 0.50 mV; bath temperature = 50 mK
island = 500 x 50 x 30 nm
electron density (rough) = 1.80e+29 m^-3
electron-phonon constant (rough) = 3.0e+08 W m^-3 K^-5
charging energy e^2/(2C) = 1.602 meV
E+ = 1.282 meV; E- = 1.923 meV
voltage shares kappa1, kappa2 = 0.60, 0.40
E1 = 0.982 meV; E2 = 1.723 meV at this bias
sequential threshold = 2.136 mV
cubic coefficient = 3070.9 fA/mV^3
cubic-law current = 383.9 fA
full T=0 current, forward = 400.4 fA
full T=0 current, reverse (magnitude) = 379.3 fA
first relative correction = 2.60 %
event rate = 2.499e+06 1/s
V (mV) | full I (fA) | cubic I (fA) | local exponent
0.05 | 0.3849 | 0.3839 | 3.003
0.10 | 3.089 | 3.071 | 3.006
0.25 | 48.8 | 47.98 | 3.021
0.50 | 400.4 | 383.9 | 3.060
1.00 | 3486 | 3071 | 3.228
1.50 | 1.386e+04 | 1.036e+04 | 3.701
tests, computed / formula:
  many-electron amplitude: 1.0000000
  discrete-state rate: 0.99971
  two-temperature law: 1.00000000
  elastic sampling: 1.029
exponent at V = 0.001 mV: 3.00005
share of eV left on island = 0.500
neglected effects:
  bath temperature raises I by 0.29 %
  heat into island = 1.00e-16 W
  island temperature, phonon cooling only = 214 mK
  hot island and bath raise I by 2.82 %
  Fermi energy (free electrons) = 11.62 eV
  one-spin level spacing = 114.8 neV
  elastic current = 0.407 fA
  elastic/cubic current = 0.106 %
  elastic = inelastic at V = 16.3 uV
  2 pi k T_bath / e = 27.1 uV
  activated sequential current = 3.4e-32 A
  tunnelling expansion parameter alpha = 0.00545
  shift of E+ = -2.06 %; of E- = -1.57 %
  these shifts raise I by 3.8 %
```
